# Anderson–Hasegawa Double-Exchange Levels of Two Hund-Coupled Cores

## What fails without the spectrum

A mixed-valence dimer with one mobile electron is easily treated like an ordinary magnetic dimer: compute a determinant with parallel cores and one with antiparallel cores, call the second the low-spin state, and fit a Heisenberg ladder. With core spins 3/2, hopping 100 meV and Hund coupling 2000 meV, the antiparallel determinant gains 3.3 meV from delocalisation, whereas the true doublet gains 27.3 meV. The ladder also has the wrong shape: the leading energies are linear in the total spin $S$, not quadratic, and each $S$ occurs twice, with opposite signs.

The result to use instead, for strong Hund coupling, is

$$E_\pm(S)=-\frac{JS_0}{2}\pm B\left(S+\tfrac12\right),\qquad B=\frac{t}{2S_0+1}. \tag{1}$$

It is the leading order in $t/J$ of a closed formula valid at any $t/J$, which is derived first.

## Model and conventions

Sites A and B carry equal core spins $S_0\ge 1/2$. One electron with spin $s=1/2$ occupies one orbital per site. All spin operators are divided by $\hbar$, so $J$ and $t$ are energies. Let $\tau_z=+1$ when the electron is on A and $-1$ when it is on B; $\tau_x$ moves it to the other site without touching any spin. Then

$$H=-J\,\mathbf s\cdot\mathbf S_i-t\,\tau_x,\qquad J>0,\ t>0, \tag{2}$$

where $i$ is the occupied site. Core–core exchange, a site-energy difference, orbital degeneracy and coupling to vibrations are absent.

The sign of $t$ does not affect the spectrum: $\tau_z\tau_x\tau_z=-\tau_x$, while the Hund term commutes with $\tau_z$, so $t\to-t$ is a unitary change.

The normalisation of $J$ does matter. On one site, $\mathbf s\cdot\mathbf S_A$ equals $S_0/2$ for site spin $S_0+1/2$ and $-(S_0+1)/2$ for site spin $S_0-1/2$. The Hund splitting is therefore $J(S_0+1/2)$. If another code writes the coupling as $-2J'\mathbf s\cdot\mathbf S$, then $J=2J'$; matching the splitting settles the factor.

## Reduction to two-by-two blocks

The projectors on the two sites are $(1\pm\tau_z)/2$. Inserting them in the Hund term gives

$$H=-J\left[\tfrac12\mathbf s\cdot(\mathbf S_A+\mathbf S_B)+\tfrac12\tau_z\,\mathbf s\cdot(\mathbf S_A-\mathbf S_B)\right]-t\tau_x. \tag{3}$$

$H$ conserves the total spin $S$ and its projection. Let $S_{12}$ be the combined spin of the two cores. Adding the electron spin leaves two possibilities for a given $S$, namely $S_{12}=S\mp1/2$. Both exist for $S=1/2,\dots,2S_0-1/2$. At the largest spin, $S=2S_0+1/2$, only $S_{12}=2S_0$ exists, and that case is treated separately.

**Even part.** From the square of the total spin,

$$\mathbf s\cdot(\mathbf S_A+\mathbf S_B)=\tfrac12\left[S(S+1)-S_{12}(S_{12}+1)-\tfrac34\right].$$

For $S_{12}=S-1/2$, $S_{12}(S_{12}+1)=S^2-1/4$ and the bracket is $S-1/2$. For $S_{12}=S+1/2$, $S_{12}(S_{12}+1)=S^2+2S+3/4$ and the bracket is $-(S+3/2)$. Including the further factor 1/2 in (3), the diagonal elements are

$$a=\frac{S-1/2}{4},\qquad b=-\frac{S+3/2}{4}. \tag{4}$$

**Odd part.** Let $P$ exchange the core spins. A state of combined spin $S_{12}$ has $P=(-1)^{2S_0-S_{12}}$, so the two allowed values of $S_{12}$ have opposite parity. The operator $\mathbf s\cdot(\mathbf S_A-\mathbf S_B)/2$ changes sign under $P$. It therefore has no diagonal elements and connects the two values with an element $g$, made real by a choice of phase.

In (3) this operator is multiplied by $\tau_z$, which turns an eigenstate of $\tau_x$ into the one with the opposite eigenvalue. Hence the four states of given $S$ and projection split into two blocks, labelled $\eta=\pm1$, with basis

$$|\tau_x=\eta,\;S_{12}=S-\tfrac12\rangle,\qquad |\tau_x=-\eta,\;S_{12}=S+\tfrac12\rangle,$$

and matrix

$$H_\eta=\begin{pmatrix}-Ja-\eta t&-Jg\\-Jg&-Jb+\eta t\end{pmatrix}. \tag{5}$$

The conserved quantity behind the blocks is $\tau_xP$, with value $\eta(-1)^{2S_0-S+1/2}$ on both basis states: in the second state both factors change sign.

**The element $g$.** No recoupling algebra is needed. In the spin space with basis $S_{12}=S\mp1/2$, the operator

$$\mathbf s\cdot\mathbf S_A=\tfrac12\mathbf s\cdot(\mathbf S_A+\mathbf S_B)+\tfrac12\mathbf s\cdot(\mathbf S_A-\mathbf S_B)$$

has the matrix with diagonal $a,b$ and off-diagonal $g$. Its eigenvalues are the on-site values $S_0/2$ and $-(S_0+1)/2$, each once, because site spins $S_0+1/2$ and $S_0-1/2$ can both couple with the other core to this $S$. The traces agree: $a+b=-1/2$. The squared difference of the eigenvalues of a symmetric two-by-two matrix is $(a-b)^2+4g^2$, so

$$(a-b)^2+4g^2=\left(\frac{2S_0+1}{2}\right)^2,\qquad a-b=\frac{S+1/2}{2},$$

$$g^2=\frac{(2S_0+1)^2-(S+1/2)^2}{16}. \tag{6}$$

## Levels at any ratio of hopping to Hund coupling

Define

$$D=\frac{J(2S_0+1)}{4},\qquad x=\frac{S+1/2}{2S_0+1}. \tag{7}$$

$D$ is half the Hund splitting. The mean of the diagonal elements in (5) is $-J(a+b)/2=J/4$. Half their difference is

$$-\frac{J(a-b)}{2}-\eta t=-\frac{J(S+1/2)}{4}-\eta t=-(Dx+\eta t),$$

and (6) gives $J^2g^2=D^2(1-x^2)$. The eigenvalues are the mean plus or minus the root of the sum of these squares. Since

$$(Dx+\eta t)^2+D^2(1-x^2)=D^2+t^2+2\eta Dtx,$$

the result is

$$E=\frac J4\pm\sqrt{D^2+t^2+2\eta Dtx},\qquad \eta=\pm1. \tag{8}$$

These are four levels for each $S\le2S_0-1/2$.

**Largest spin.** For $S=2S_0+1/2$ only the first basis state of each block exists, and $a=S_0/2$. Its energies are

$$E=-\frac{JS_0}{2}-\eta t, \tag{9}$$

without any expansion in $t/J$. An implementation should use (9) here: formula (8) at $x=1$ would add two levels that do not exist.

The count is complete. With multiplicities $2S+1$, the levels number

$$4\sum_{S=1/2}^{2S_0-1/2}(2S+1)+2(4S_0+2)=8S_0(2S_0+1)+4(2S_0+1)=4(2S_0+1)^2,$$

which is the dimension of the product space. Direct diagonalisation in that space for $S_0=1/2,1,3/2,2$, at three ratios $t/J$, reproduced (8) and (9) with all degeneracies.

## Strong Hund coupling

For $t\ll D$, set $u=t/D$ and expand the root:

$$\sqrt{1+2\eta xu+u^2}=1+\eta xu+\tfrac12(1-x^2)u^2-\tfrac12\eta x(1-x^2)u^3+\dots$$

The second-order coefficient combines $u^2/2$ with $-(2\eta xu)^2/8$. The third-order one combines $-4\eta xu^3/8$ with $+(2\eta xu)^3/16$. Because $J/4-D=-JS_0/2$, the lower root becomes

$$E=-\frac{JS_0}{2}-\eta tx-\frac{t^2(1-x^2)}{2D}+\frac{\eta x(1-x^2)t^3}{2D^2}+\dots \tag{10}$$

The term linear in $t$ is $-\eta t(S+1/2)/(2S_0+1)$, which is (1). The upper root describes the misaligned manifold around $J/4+D=J(S_0+1)/2$, with the same first-order splitting $\pm tx$.

**Why hopping is reduced.** For each $S$ and projection there are two Hund-aligned states, one with the electron on each site. Hopping preserves the spin function, but the function aligned with core A is not in general aligned with core B. If the overlap of the two aligned spin functions has magnitude $o$, the projected hopping matrix has eigenvalues $\pm to$. Comparison with (10) gives $o=x$. Angular-momentum recoupling gives the same overlap as

$$x=(2S_0+2)\left|\begin{Bmatrix}S_0&\tfrac12&S_0+\tfrac12\\S_0&S&S_0+\tfrac12\end{Bmatrix}\right|,$$

an equality checked numerically for the four core spins above.

The second-order term has the same origin. Since $\tau_x^2=1$, a hop has total squared strength $t^2$. A part $t^2x^2$ stays in the aligned manifold, and the remaining $t^2(1-x^2)$ reaches misaligned states higher by $2D$. Perturbation theory then gives $-t^2(1-x^2)/(2D)$. Its spin-dependent part is proportional to $+(S+1/2)^2=S(S+1)+1/4$: a weak antiferromagnetic Heisenberg term on top of the linear ladder.

**Condition for using (1).** The ratio of the second-order to the first-order term is $t(1-x^2)/(2Dx)$, largest at $S=1/2$. There $x=1/(2S_0+1)$, and the ratio becomes $2t(1-x^2)/J$. Formula (1) thus needs $2t\ll J$ if the low-spin levels are to be accurate; a small $t/D$ alone is not sufficient when $S_0$ is large.

## Weak Hund coupling

For $D\ll t$, the root in (8) is $t+\eta xD$ to first order in $D$. The lower levels become

$$E\approx-t+\frac J4-\eta\frac{J(S+1/2)}{4}.$$

For $\eta=+1$ this is $-t-Ja$, and for $\eta=-1$ it is $-t-Jb$; at the largest spin only the $\eta=+1$ level exists. The electron occupies the bonding orbital and couples to each core with strength $J/2$. To leading order in $D/t$ each level then has a definite $S_{12}$, and below the largest spin it is a mixture of Hund-aligned and misaligned states.

## Classical cores and the broken-symmetry determinant

Replace the cores by fixed directions $\mathbf n_A,\mathbf n_B$ at an angle $\theta$. With $\mathbf s=\boldsymbol\sigma/2$ and $h=JS_0/2$, the electron Hamiltonian is

$$H_{\rm cl}=-hK-t\tau_x,\qquad K=(\mathbf m+\tau_z\mathbf d)\cdot\boldsymbol\sigma,$$

where $\mathbf m=(\mathbf n_A+\mathbf n_B)/2$ and $\mathbf d=(\mathbf n_A-\mathbf n_B)/2$. On either site $K$ is $\mathbf n_i\cdot\boldsymbol\sigma$, so $K^2=1$. The part with $\tau_z$ anticommutes with $\tau_x$, which leaves

$$H_{\rm cl}^2=h^2+t^2+2ht\,Q,\qquad Q=(\mathbf m\cdot\boldsymbol\sigma)\,\tau_x.$$

Since $|\mathbf m|=\cos(\theta/2)$, $Q$ has eigenvalues $\pm\cos(\theta/2)$, each twice. Let $\sigma_\perp$ be the spin component normal to both core directions. The operator $\sigma_\perp\tau_z$ anticommutes with $H_{\rm cl}$ and commutes with $Q$, so each value of $Q$ gives one positive and one negative energy:

$$E=\pm\sqrt{h^2+t^2\pm'2ht\cos(\theta/2)}, \tag{11}$$

with independent signs. This has the form of (8), with $h$ for $D$, $\cos(\theta/2)$ for $x$, and no shift $J/4$. As $D=h+J/4$, the two agree when $S_0\to\infty$ at fixed $JS_0$ and fixed $x$. For $t\ll h$ the lower levels are $-h\mp t\cos(\theta/2)$.

**Antiparallel cores.** At $\theta=\pi$ the lowest energy is

$$E_{\rm BS}=-\sqrt{h^2+t^2}\approx-h-\frac{t^2}{2h}. \tag{12}$$

The term linear in $t$ has vanished, although the true doublet keeps $-t/(2S_0+1)$. The determinant holds the core directions fixed, while the doublet is a superposition in which core and electron spins exchange projection.

The determinant is not a doublet. Take the electron up, core A up and core B down. In a collinear product state, $\langle\mathbf S_i\cdot\mathbf S_j\rangle$ for different spins is the product of their projections, so

$$\langle S^2\rangle=\tfrac34+2S_0(S_0+1)+2\left(\tfrac{S_0}{2}-\tfrac{S_0}{2}-S_0^2\right)=2S_0+\tfrac34. \tag{13}$$

Delocalising the electron does not change this, because both sites share the same spin function.

**Parallel cores.** With all spins up and the electron in the bonding orbital, the determinant is the eigenstate (9) with energy $-h-t$. Within this model, half the bonding–antibonding gap of the parallel configuration is therefore $t$.

For $t\ll h$ the antiparallel–parallel difference is $t=(2S_0+1)B$, whereas the true gap from $S=1/2$ to the largest spin is $2S_0B$. Within model (2), extracting $B$ from the two determinants therefore means dividing by $2S_0+1$, not by $2S_0$. The rule holds only for equal sites without core–core exchange. A term $K\,\mathbf S_A\cdot\mathbf S_B$ changes the difference by $-2KS_0^2$; with the parameters of the worked example below, $K=5$ meV lowers the extracted $B$ from 24.2 to 18.5 meV. The bonding–antibonding gap of the parallel configuration is not affected by $K$.

## Worked example

Take the round parameters $S_0=3/2$, $t=100$ meV, $J=2000$ meV. Then $B=100/4=25$ meV $=4.005\times10^{-21}$ J, $D=2000\times4/4=2000$ meV, and the Hund splitting is 4000 meV. Energies below are relative to $-JS_0/2=-1500$ meV.

For $S=1/2$, $x=1/4$ and $2Dtx=100\,000$ meV². Formula (8) with $\eta=+1$ gives

$$500-\sqrt{4\,000\,000+10\,000+100\,000}=-1527.313\ \text{meV},$$

or $-27.313$ meV relative to the reference. All aligned levels, in meV:

| $S$ | $x$ | limit (1) | diagonalisation |
|---|---|---|---|
| 1/2 | 0.25 | ∓25 | −27.313, +22.628 |
| 3/2 | 0.50 | ∓50 | −51.828, +48.078 |
| 5/2 | 0.75 | ∓75 | −76.054, +73.864 |
| 7/2 | 1.00 | ∓100 | −100.000, +100.000 |

Both members of a pair lie below their limiting values for $S<7/2$, as the second-order term requires. At $S=1/2$ that term is $-10\,000\times0.9375/4000=-2.344$ meV, giving $-27.344$ and $+22.656$ meV. The remaining differences of about 0.03 meV match the third-order term in (10). The limit misses the lower $S=1/2$ level by 8.5% of its value relative to the reference, but the lower $S=5/2$ level by 1.4%. With $J$ ten times larger, the $S=1/2$ pair is $-25.234$ and $+24.765$ meV.

The gaps between successive lowest levels are 24.515, 24.225 and 23.946 meV. They are nearly equal, as a linear ladder demands; a Heisenberg ladder would have gaps in the ratio 3:5:7. The slight decrease comes from the antiferromagnetic second-order term.

The ground state is $S=7/2$ at $-100$ meV ($-1.602\times10^{-20}$ J). The lowest doublet lies at $-27.313$ meV ($-4.376\times10^{-21}$ J). The antiparallel determinant lies at $1500-\sqrt{1500^2+100^2}=-3.330$ meV, which is 23.984 meV above that doublet, and has $\langle S^2\rangle=3.75$ instead of 0.75. In the classical picture $x=1/4$ corresponds to $\theta=151^\circ$, not $180^\circ$.

The determinants differ by $100-3.33=96.67$ meV. Division by $2S_0+1=4$ gives $B\approx24.2$ meV, 3% below the true 25 meV. Division by $2S_0=3$, which mistakes the determinant for the doublet, gives 32.2 meV, 29% too high.

## Unequal sites

A site-energy difference $\Delta$ adds $(\Delta/2)\tau_z$ to $H$. In the aligned manifold, to first order in $t$ and $\Delta$, the two states of each $S$ have diagonal energies $\pm\Delta/2$ and a coupling of magnitude $tx$, so

$$E\approx-\frac{JS_0}{2}\pm\sqrt{\frac{\Delta^2}{4}+t^2x^2}.$$

For $|\Delta|\gg tx$ the root contributes $-t^2x^2/|\Delta|$ to the lower branch. Hops into misaligned states, which lie higher by $|\Delta|+2D$, are of the same order in $t$ and must be included:

$$E\approx-\frac{JS_0}{2}-\frac{|\Delta|}{2}-\frac{t^2x^2}{|\Delta|}-\frac{t^2(1-x^2)}{|\Delta|+2D}.$$

Since $|\Delta|<|\Delta|+2D$, the spin dependence of this branch is proportional to $-(S+1/2)^2$, a ferromagnetic Heisenberg ladder. The linear law (1) therefore requires $|\Delta|\ll 2tx$ as well as strong Hund coupling, and the low-spin levels lose it first. Core–core exchange and vibrational coupling must likewise be added to $H$ before fitting a system in which their effect on the level gaps is not small compared with $B$.

The numerical output below lists the Hund-aligned levels and the determinant energies of the worked example, which has equal sites.

## Computed results

```
core spin S0 = 1.5
hopping t = 100.0 meV
Hund coupling J = 2000.0 meV
B = 25.000 meV = 4.0054e-21 J
D = 2000.0 meV
Hund splitting at t=0 = 4000.0 meV
reference energy -J S0/2 = -1500.0 meV
Levels below are relative to the reference energy
S=0.5: x=0.250, equivalent angle=151.04 degrees
  limit: -25.000, 25.000 meV
  diagonalisation: -27.313, 22.628 meV
  second order: -27.344, 22.656 meV
S=1.5: x=0.500, equivalent angle=120.00 degrees
  limit: -50.000, 50.000 meV
  diagonalisation: -51.828, 48.078 meV
  second order: -51.875, 48.125 meV
S=2.5: x=0.750, equivalent angle=82.82 degrees
  limit: -75.000, 75.000 meV
  diagonalisation: -76.054, 73.864 meV
  second order: -76.094, 73.906 meV
S=3.5: x=1.000, equivalent angle=0.00 degrees
  limit: -100.000, 100.000 meV
  diagonalisation: -100.000, 100.000 meV
  second order: -100.000, 100.000 meV
lowest-level gap S=0.5 to 1.5 = 24.515 meV
lowest-level gap S=1.5 to 2.5 = 24.225 meV
lowest-level gap S=2.5 to 3.5 = 23.946 meV
S=0.5 with J=20000 meV: -25.234, 24.765 meV
broken-symmetry energy, antiparallel cores = -3.330 meV
parallel-core determinant energy = -100.000 meV
broken-symmetry minus true S=0.5 energy = 23.984 meV
broken-symmetry <S^2> = 3.750 (dimensionless)
pure doublet S(S+1) = 0.750 (dimensionless)
lowest S=3.5 energy = -1.6022e-20 J
lowest S=0.5 energy = -4.3761e-21 J
```
